\section*{Paralinear Oxidation: A Limiting Scale Thickness and Unending Metal Loss}

A chromium plate is held at 1273 K in a fast stream of humid oxygen and argon. In the model worked out here, its oxide scale is 38.75 µm thick after 20000 h and 39.90 µm thick after 40000 h. The scale has gained little more than 1 µm, yet over the same interval the metal surface has receded by a further 50 µm. The thickness of the scale has almost stopped recording the consumption of the metal beneath it.

The reason is that the oxide, chromia (Cr$_2$O$_3$), is by then lost from the outer surface almost as fast as it is formed. It forms by diffusion of ions through the existing scale. If the chemical potentials at the two faces of the scale are fixed and the diffusion is quasi-steady, the driving gradient, and with it the flux, is inversely proportional to the thickness $x$. Growth alone then gives $dx/dt=k/x$, with $k$ constant at fixed temperature. Meanwhile the outer surface reacts with oxygen and steam to form volatile chromium oxide and oxyhydroxide, which the gas carries away. If surface temperature, gas composition and flow are steady, this removes oxide at a constant rate $s$, expressed as thickness per time. The thickness therefore obeys
\begin{equation}
\frac{dx}{dt}=\frac{k}{x}-s ,\qquad k>0,\quad s>0 .
\label{rate}
\end{equation}
The convention for $k$ matters: without evaporation, a scale that starts from bare metal obeys $x^2=2kt$, with the factor 2. The example takes the round values $k=0.2$ µm$^2$/h and $s=0.005$ µm/h. The scale is assumed flat, dense, stoichiometric and attached to the metal.

The two rates balance at one thickness,
\begin{equation}
L=\frac{k}{s}=\frac{0.2}{0.005}\ \text{µm}=40\ \text{µm}=4.0\times10^{-3}\ \text{cm}.
\end{equation}
Substituting $k=sL$ in the rate law gives
\begin{equation}
\frac{dx}{dt}=\frac{s(L-x)}{x}.
\label{factored}
\end{equation}
The right-hand side is positive for $x<L$ and negative for $x>L$. A thin scale thickens and a thick one thins, so the balance is stable. At $x=L$ the net rate is zero, but the growth rate is $k/L=s$, which is not zero. New oxide is still being made, and metal is still being used to make it.

To find how the limit is approached, let the thickness be $x_0$ at $t=0$ and separate the variables in (\ref{factored}):
\begin{equation}
s\,dt=\frac{x\,dx}{L-x}=\left(-1+\frac{L}{L-x}\right)dx .
\end{equation}
The second form follows from writing the numerator as $x=-(L-x)+L$. Integration from $x_0$ to $x$, followed by division by $s$ and use of $L/s=k/s^2$, gives
\begin{equation}
t=\frac{x_0-x}{s}+\frac{k}{s^2}\ln\frac{L-x_0}{L-x}.
\label{time}
\end{equation}
If $x_0>L$, both differences in the logarithm are negative and their ratio is still positive, so the same formula serves. As $x\to L$ from either side the logarithm grows without bound. The limit is therefore approached but not reached in finite time, unless the scale starts there.

A start from bare metal needs a word, because $k/x$ is infinite at $x=0$. Multiplying (\ref{rate}) by $2x$ gives
\begin{equation}
\frac{d(x^2)}{dt}=2k-2sx ,
\end{equation}
which is finite there. The singularity is in the rate and not in the amount of oxide formed, and (\ref{time}) may be used with $x_0=0$.

The natural variables are $u=x/L$ and $\tau=s^2t/k$. The unit of time is $k/s^2=L/s=8000$ h, the time in which evaporation would remove a scale of thickness $L$ if growth were stopped. Since $dx/dt=L(s^2/k)\,du/d\tau=s\,du/d\tau$ and $k/x=s/u$, division of (\ref{rate}) by $s$ leaves
\begin{equation}
\frac{du}{d\tau}=\frac1u-1 ,
\label{scaled}
\end{equation}
and for a bare start (\ref{time}) becomes
\begin{equation}
\tau=-u-\ln(1-u).
\label{bare}
\end{equation}
Ninety per cent of the limiting thickness is reached at $\tau=-0.9+\ln 10=1.403$, or 11221 h. Ninety-nine per cent takes 28921 h.

Equation (\ref{bare}) gives time as a function of thickness. To invert it, set $w=u-1$. Then (\ref{scaled}) reads
\begin{equation}
\frac{dw}{d\tau}=\frac{1}{1+w}-1=-\frac{w}{1+w}.
\end{equation}
The derivative of $we^w$ with respect to $w$ is $(1+w)e^w$, which cancels the denominator:
\begin{equation}
\frac{d}{d\tau}\left(we^w\right)=(1+w)e^w\,\frac{dw}{d\tau}=-we^w .
\end{equation}
The quantity $we^w$ thus decays as a simple exponential, $we^w=w_0e^{w_0-\tau}$, where $w_0=x_0/L-1$. The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so
\begin{equation}
x(t)=L\left[1+W\!\left(w_0\,e^{\,w_0-s^2t/k}\right)\right].
\label{lambert}
\end{equation}
The principal branch is the right one on both sides of $L$: it is the inverse of $we^w$ for $w\ge-1$, and a thickness cannot be negative. As $t\to\infty$ the argument tends to zero, and since $W(0)=0$, $x\to L=k/s$.

Two limits of the bare start show what evaporation does. At early times $u$ is small, and expansion of the logarithm in (\ref{bare}) gives
\begin{equation}
\tau=\frac{u^2}{2}+\frac{u^3}{3}+\cdots ,\qquad
\sqrt{2\tau}=u\left(1+\frac{2u}{3}+\cdots\right)^{1/2}=u+\frac{u^2}{3}+\cdots .
\end{equation}
Solving for $u$ to second order, $u=\sqrt{2\tau}-2\tau/3+\cdots$. Multiplication by $L$, with $L\sqrt{2\tau}=\sqrt{2kt}$ and $L\tau=st$, yields
\begin{equation}
x\simeq\sqrt{2kt}-\tfrac23\,st .
\label{early}
\end{equation}
After 100 h this is $6.32-0.33=5.99$ µm, against 6.00 µm from the full solution. Although a thickness $st$ has evaporated, at these early times the scale is thinner than the parabolic value by only two thirds of that amount; the fraction falls slowly, to about one half at 20000 h. The other third has been replaced, because a thinner scale grows faster.

At late times (\ref{bare}) is better written as $1-u=e^{-\tau-u}$. With $u\to1$ in the exponent,
\begin{equation}
1-\frac{x}{L}\simeq e^{-1-s^2t/k}.
\label{late}
\end{equation}
At 20000 h, $\tau=2.5$ and the estimated shortfall is $40\,e^{-3.5}=1.21$ µm; the full solution gives 1.25 µm. The approach is exponential, with the time constant of 8000 h.

The metal needs its own account. Let $y$ be the recession of the metal surface since $t=0$, and let $\phi$ be the volume of oxide formed per volume of metal consumed. For molar masses 51.996 g/mol (Cr) and 15.999 g/mol (O), and rough densities of 7.2 g/cm$^3$ for the metal and 5.2 g/cm$^3$ for the oxide, $\phi=2.024$. Metal is consumed by growth of the scale and not directly by evaporation, so
\begin{equation}
\phi\,\frac{dy}{dt}=\frac{k}{x}=\frac{dx}{dt}+s ,
\label{metalrate}
\end{equation}
where the second equality is (\ref{rate}) rearranged. Integration from $y=0$ at $x=x_0$ gives
\begin{equation}
y=\frac{x-x_0+st}{\phi}.
\label{recession}
\end{equation}
The bracketed sum is all the oxide made since the start: the part still present in excess of $x_0$, plus the part that has evaporated. The first part saturates and the second does not. From (\ref{metalrate}), as $x\to L$,
\begin{equation}
\frac{dy}{dt}\to\frac{k}{\phi L}=\frac{s}{\phi}=0.00247\ \text{µm/h},
\end{equation}
or 21.6 µm in a year of 8760 h. This final rate does not contain $k$. Diffusion and evaporation together set how thick the scale becomes, but evaporation alone sets how fast the metal is finally lost.

The opening figures can now be read. Between 20000 h and 40000 h the scale gains 1.15 µm and evaporation removes $0.005\times20000=100$ µm of oxide. The metal needed for both is $101.15/2.024=50.0$ µm. The total recession at 20000 h is $(38.75+100.0)/2.024=68.6$ µm. A section through the plate that showed only the scale would suggest $38.75/2.024=19.1$ µm, because it misses all the oxide that has left.

Parabolic growth without evaporation, at the same $k$, errs in opposite directions for the two quantities. At 20000 h it predicts a scale of 89.4 µm, more than twice the paralinear value, but a recession of 44.2 µm, about a third too small. That evaporation increases the metal loss holds at every time after a bare start. Let $Q=\phi y=x+st$ be the total oxide made. Then
\begin{equation}
\frac{dQ}{dt}=\frac{k}{x}=\frac{k}{Q-st}>\frac{k}{Q}\quad\Longrightarrow\quad\frac{d(Q^2)}{dt}>2k\quad\Longrightarrow\quad Q>\sqrt{2kt}
\end{equation}
for $t>0$. Since also $x<L$, the recession is bounded on both sides:
\begin{equation}
\frac{\sqrt{2kt}}{\phi}<y<\frac{L+st}{\phi}.
\label{bounds}
\end{equation}
The upper bound is the straight line that $y$ approaches at late times. Its slope is $s/\phi$ and its intercept is $L/\phi=19.8$ µm. The line gives a quick estimate of life. For an allowance of 100 µm of metal, $t\simeq(2.024\times100-40)/0.005\approx32500$ h, and the full solution gives 32524 h. The estimate errs on the short side because the line lies above $y$.

A scale that starts thicker than $L$ behaves differently at first. With $x_0=60$ µm the scale thins towards 40 µm, and the metal initially recedes at $0.2/(2.024\times60)=0.0016$ µm/h, below the final rate. The thick scale protects the metal, but the protection is temporary, and making that scale had already cost at least $60/2.024=29.6$ µm of metal, and more if oxide evaporated while it formed. In both cases the recession tends to the same steady rate, and it ends when the metal is used up.

Oxidation is often followed by weighing, and the mass change tells a third story. Let $\rho$ be the oxide density and $f=0.3158$ the mass fraction of oxygen in Cr$_2$O$_3$. Per unit area, the specimen takes up oxygen of mass $\rho f(x-x_0+st)$ and loses oxide of mass $\rho st$. The additional oxygen and water in the vapour molecules come from the gas and return to it, so they do not enter the balance. Hence
\begin{equation}
\frac{\Delta m}{A}=\rho\left[f(x-x_0)-(1-f)st\right].
\label{mass}
\end{equation}
Its time derivative, with (\ref{rate}) inserted, is
\begin{equation}
\frac{1}{\rho}\frac{d}{dt}\frac{\Delta m}{A}=f\left(\frac{k}{x}-s\right)-(1-f)s=\frac{fk}{x}-s .
\end{equation}
For a start below $fL$ this is positive until $x=fL$ and negative afterwards. The mass therefore peaks when the scale has reached a fraction $f$ of its limiting thickness, here 12.63 µm. From (\ref{bare}) the time of the peak is $8000\,[-0.3158-\ln(0.6842)]=510$ h. A layer 1 µm thick with density 1 g/cm$^3$ weighs 0.1 mg/cm$^2$, so the gain at the peak is
\begin{equation}
0.52\,\left[0.3158\times12.63-0.6842\times0.005\times510\right]=1.17\ \text{mg/cm}^2 .
\end{equation}
A scale that starts thicker than $fL$ shows no such peak, and the specimen loses mass from the outset.

After the maximum the mass falls, and at 2056 h the balance again reads zero. The specimen then carries 22.3 µm of oxide and has lost 16.1 µm of metal. Zero mass change means here that the oxygen held in the scale weighs as much as the chromium carried off by the gas. By 20000 h the change is $-29.2$ mg/cm$^2$.

The thickness, recession and mass change were also obtained by integrating the separate mole balances of oxide, consumed chromium, absorbed oxygen and evaporated oxide. For starts at 2 µm and 60 µm, compared at four times up to 60000 h, they agree with (\ref{lambert}), (\ref{recession}) and (\ref{mass}) to within $10^{-5}$ µm and $10^{-5}$ mg/cm$^2$.

That agreement concerns the mathematics, and the real plate raises other questions. The values of $k$ and $s$ are round numbers in the rough regime of chromia at 1273 K; $s$ belongs to fast, humid flow and would be smaller in slow, dry gas, which would make $L$ larger if $k$ were unchanged. For a rough gas transfer coefficient of 2 cm/s, the chosen $s$ implies that the chromium-bearing molecules, taken to hold one chromium atom each, have a total pressure of about $4\times10^{-4}$ Torr at the surface. With oxygen at 150 Torr, the same coefficient could supply growth at about 2700 µm/h. The law $k/x$ exceeds this only below 0.08 nm, less than an atomic spacing, so oxygen supply does not limit this scale. Argon replaces nitrogen in the example so that nitride formation need not be considered. In a chromia-forming alloy, chromium must also diffuse to the surface, and (\ref{recession}) then counts chromium consumed rather than the recession of the alloy surface.

Adherence is one of the weightiest assumptions. The estimate that follows counts only thermal mismatch and leaves out the growth stresses that can wrinkle or crack real chromia scales at temperature. On cooling, a mismatch strain $\varepsilon$, equal in both directions of the plane, produces a stress $\sigma=E\varepsilon/(1-\nu)$ in each, where $E$ is Young's modulus and $\nu$ Poisson's ratio. The energy per volume is $2\times\frac12\sigma\varepsilon$, so a scale on a thick, unyielding plate stores, per unit area,
\begin{equation}
G=\frac{E\varepsilon^2x}{1-\nu}.
\end{equation}
Rough values are $E=250$ GPa, $\nu=0.3$ and an expansion mismatch of $10^{-6}$ K$^{-1}$, which gives $\varepsilon=9.8\times10^{-4}$ on cooling to 293 K. At the limiting thickness $G$ is then about 14 J/m$^2$. For an assumed interface toughness of 10 J/m$^2$, the stored energy suffices for detachment above about 29 µm. Such rough inputs cannot decide whether the scale would spall (a mismatch of $0.8\times10^{-6}$ K$^{-1}$ moves the threshold to 46 µm, above $L$), but with these values a full cool-down would put it at risk before it reaches $L$. If the whole scale came off every 5000 h, growth would restart each time from bare metal, and after 20000 h the recession would be $4\times27.1=108$ µm instead of 69 µm, an increase of 58 per cent. The figure depends on the interval chosen: spalling every 10000 h would add 23 per cent.

The evaporation rate also varies over the plate. In laminar flow along a flat plate, the local transfer coefficient falls as the inverse square root of the distance from the leading edge. With the plate mean held at 0.005 µm/h, $s$ is 0.0079 µm/h at one tenth of the length and 0.0025 µm/h at the trailing edge. The limiting thicknesses there are 25 µm and 80 µm (the trailing edge has reached only 60 µm by 20000 h), and the recessions at 20000 h are 91 µm and 54 µm. On such a plate the scale is thinnest where the metal loss is greatest.

Over 20000 h from a bare start, a change in $k$ affects the metal less than an equal relative change in $s$; for small changes the order is reversed before about 10000 h, a time that moves to about 13000 h for a halving and 6500 h for a doubling. If coarsening of the oxide grains halved $k$ from the start, with $s$ unchanged, $L$ would fall to 20 µm, but the recession at 20000 h would fall only from 69 µm to 59 µm, and the final rate would stay the same. A temperature 10 K higher, with rough activation energies of 2.5 eV for $k$ and 0.6 eV for $s$, raises $L$ to 46 µm and the recession to 73 µm. The predicted recession is therefore uncertain by tens of per cent, and the decimals quoted above serve to follow the arithmetic. The numerical output lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
k = 0.2 um^2/h, s = 0.005 um/h, T = 1273 K
k = 5.556e-13 cm^2/s
Densities Cr, Cr2O3: 7.2, 5.2 g/cm^3
Molar masses Cr, O: 51.996, 15.999 g/mol
Volume ratio phi = 2.024; oxygen fraction f = 0.3158
Limiting thickness k/s = 40.0 um = 4.00e-03 cm
Time scale k/s^2 = 8000 h
Time to 0.50 of limit: 1545 h
Time to 0.90 of limit: 11221 h
Time to 0.99 of limit: 28921 h
t (h) | x (um) | recession (um) | recession rate (um/h)
100 | 6.00 | 3.21 | 0.01648
1000 | 16.82 | 10.78 | 0.00588
5000 | 29.85 | 27.10 | 0.00331
20000 | 38.75 | 68.57 | 0.00255
40000 | 39.90 | 118.55 | 0.00248
Final recession rate s/phi = 0.00247 um/h
  = 21.6 um per 8760 h
Intercept of late line L/phi = 19.77 um
Late line at 20000 h: 69.18 um
Oxide evaporated by 20000 h: 100.0 um
Recession guessed from x/phi: 19.15 um
Parabolic-only thickness: 89.44 um
Parabolic-only recession: 44.20 um
Time to lose 100 um of metal: 32524 h
Mass maximum: t = 510 h, x = 12.63 um
  mass gain there = 1.168 mg/cm^2
Mass change back to zero: t = 2056 h
  x = 22.27 um, y = 16.09 um
Mass change at 20000 h: -29.21 mg/cm^2
Early formula error at x = 0.02 L: 1.1e-05 (relative)
NEGLECTED EFFECTS (recession y at 20000 h)
Gas: h = 2.0 cm/s, O2 pressure = 150 Torr
Oxygen supply cap on growth: 2651 um/h
Cap matters only below x = 0.075 nm
Cr vapour pressure implied by s: 3.77e-04 Torr
Plate, 0.1 of length: s = 0.00791 um/h
  k/s = 25.3 um, y = 90.6 um
Plate, trailing edge: s = 0.00250 um/h
  k/s = 80.0 um, y = 54.2 um
k halved: k/s = 20.0 um, y = 59.3 um
Activation energies k, s: 2.5, 0.6 eV
+10 K: k/s = 45.8 um, y = 73.3 um
Modulus 250 GPa, Poisson 0.3, toughness 10 J/m^2
Expansion mismatch 1e-06 1/K, strain 9.80e-04
Elastic energy at x = k/s: 13.7 J/m^2
Thickness where energy equals toughness: 29.2 um
Full spall every 5000 h: y = 108.4 um
\end{verbatim}
